# Why phonon interpolation misses Kohn anomalies, and how to restore them

In a one-dimensional metal the force constants oscillate with distance $R$ as $\cos(2k_FR)$, and at electron temperature $T$ these Friedel oscillations reach out to a thermal length $\xi=v/(2\pi T)$, where $v$ is the Fermi velocity. Fourier interpolation from $N$ phonon wavevectors can represent distances only up to $N/2$. If $N/2$ is not large compared with $\xi$, the dip of the phonon dispersion at $q=2k_F$, the Kohn anomaly, can be partly or almost wholly lost between the mesh points.

The missing part comes from electrons near the Fermi level. One can therefore interpolate a hot calculation, whose force constants are short-ranged, remove its low-energy electronic response, and insert the same response evaluated at the true temperature on a dense electron mesh. With $C_h$, $g_h$ and $W_h$ the interpolated hot force constant, screened vertex and screened repulsion, and $\Delta$ the change of the low-energy polarization,
$$C(q)\simeq C_h(q)+\frac{|g_h(q)|^2\,\Delta(q)}{1-W_h(q)\,\Delta(q)} .\tag{1}$$
At $T>0$ this restores a rounded cusp of width about $1/\xi$; a true singularity exists only at $T=0$.

## The model

Take a chain with lattice spacing 1, so that $R$ and $1/q$ are pure numbers. Energies are in Ry, displacements in bohr, and $\hbar=k_B=1$. Electrons of two spin directions occupy the band $\varepsilon_k=-2t\cos k$ at fixed chemical potential $\mu=-2t\cos k_F$, with $0<k_F<\pi/2$ and $v=2t\sin k_F$. Springs $K$ join neighbouring ions. A displacement pattern $u_i$ shifts the site energies by $D(u_{i+1}-u_{i-1})/2$. The electrons repel through $\tfrac V2\sum_i(n_i-n_0)^2$, treated in mean field, so a density change $\delta n_i$ adds the potential $V\delta n_i$. The ions are treated as static.

For $u_i=u\,e^{iqi}$ the site-energy shift has amplitude $gu$ with $g=iD\sin q$. First-order perturbation theory gives $\delta n=\chi\phi$ for a total potential $\phi$, where
$$\chi(q)=\frac{2}{N_k}\sum_k\frac{f_k-f_{k+q}}{\varepsilon_k-\varepsilon_{k+q}}<0 ,\tag{2}$$
$f$ is the Fermi function and the factor 2 counts spin. Since $\phi=gu+V\chi\phi$,
$$\phi=g_su,\qquad g_s=\frac{g}{1-V\chi},\qquad \delta n=\chi g_su .$$
The energy derivative with respect to $u_j$ is $\tfrac D2(\delta n_{j-1}-\delta n_{j+1})$ from the electrons, whose amplitude is $\tfrac D2(e^{-iq}-e^{iq})\delta n=g^*\delta n$. The springs contribute $K(2-2\cos q)u$. Hence
$$C(q)=4K\sin^2\frac q2+\frac{|g|^2\chi(q)}{1-V\chi(q)} .\tag{3}$$
The spring term and the vertex $g$ are smooth in $q$; any anomaly must enter through $\chi$.

## The logarithm at $2k_F$

In the term of (2) containing $f_{k+q}$, substitute $k\to-k-q$. The two energies change places and the term becomes equal to the first. At $T=0$, with a principal value,
$$\chi=\frac2\pi\,\mathrm P\!\!\int_{-k_F}^{k_F}\frac{dk}{\varepsilon_k-\varepsilon_{k+q}},\qquad \varepsilon_k-\varepsilon_{k+q}=-4t\sin\frac q2\,\sin\!\Big(k+\frac q2\Big).$$
The antiderivative of $1/\sin x$ is $\ln|\tan(x/2)|$, so
$$\chi(q)=-\frac{1}{2\pi t\sin(q/2)}\ln\left|\frac{\tan[(k_F+q/2)/2]}{\tan[(q/2-k_F)/2]}\right| .\tag{4}$$
Put $q=2k_F+\delta$. The lower tangent tends to $\delta/4$ and the upper one to $\tan k_F$, while $2\pi t\sin k_F=\pi v$. Thus
$$\chi\simeq-\frac1{\pi v}\ln\frac{4\tan k_F}{|\delta|} .\tag{5}$$

Temperature enters simply. A Fermi function is an average of zero-temperature steps over their position $\mu+x$, with weight $-f'(x)$, and $\chi$ is linear in $f$. It is therefore the same average of (4). At $q=2k_F$ a shift $x$ moves $k_F$ by $x/v$, so $|\delta|=2|x|/v$, and we need $\langle\ln|x|\rangle$. With $y=x/T$, expanding the weight in powers of $e^{-y}$ gives
$$\langle|y|^s\rangle=2\int_0^\infty\! y^s\sum_{n\ge1}(-1)^{n-1}n\,e^{-ny}dy=2\,\Gamma(s+1)\,\eta(s),\qquad \eta(s)=\sum_{n\ge1}\frac{(-1)^{n-1}}{n^s},$$
continued to $s=0$. There $\eta(0)=\tfrac12$, and Wallis's product gives $\eta'(0)=\ln2-\ln3+\ln4-\dots=\tfrac12\ln(\pi/2)$ as an averaged sum. Differentiating at $s=0$ yields $\langle\ln|y|\rangle=\ln(\pi/2)-\gamma$, with $\gamma$ Euler's constant. Therefore, for $T$ small compared with the distance from $\mu$ to the band edges,
$$\chi(2k_F)\simeq-\frac1{\pi v}\ln\frac{4e^\gamma v\tan k_F}{\pi T} .\tag{6}$$
Cooling deepens the response without limit, by $\ln(T_h/T)/(\pi v)$ between a high temperature $T_h$ and $T$.

## The Friedel tail

The coefficient at distance $R$ is $\chi(R)=\int\frac{dq}{2\pi}e^{iqR}\chi(q)$. Its long-range part comes from the singularities. The derivative of $\ln|\delta|$ is $\mathrm P(1/\delta)$, whose transform is $i\pi\,\mathrm{sgn}R$. Integration by parts equates this to $-iR$ times the transform of $\ln|\delta|$, which is therefore $-\pi/|R|$. Adding the points $q=\pm2k_F$, for $R>0$ and $T=0$,
$$\chi(R)\simeq\frac1{2\pi}\,\frac1{\pi v}\Big(-\frac\pi R\Big)2\cos(2k_FR)=-\frac{\cos(2k_FR)}{\pi vR} .$$

At finite temperature the phase $2k_FR$ acquires $2xR/v$. The weight is even in $x$, so the cosine is multiplied by $\langle\cos(sy)\rangle$ with $s=2TR/v$. The same expansion gives
$$\langle\cos(sy)\rangle=2\sum_{n\ge1}(-1)^{n-1}\frac{n^2}{n^2+s^2}=1-2s^2\sum_{n\ge1}\frac{(-1)^{n-1}}{n^2+s^2}=\frac{\pi s}{\sinh\pi s},$$
where the alternating sum of ones is $\tfrac12$ and the last step is the partial-fraction series of $1/\sinh$. Since $\pi s=R/\xi$,
$$\chi(R)\simeq-\frac{\cos(2k_FR)}{\pi v\,\xi\,\sinh(R/\xi)} .\tag{7}$$
The tail falls as $1/R$ up to $\xi$ and exponentially beyond. The force constants are a nonlinear function of $\chi$ when $V\ne0$, so their tail is not identical to (7). They still vary over a width of order $1/\xi$ around $2k_F$, and this requires Fourier coefficients out to distances of order $\xi$.

## What interpolation does to the tail

Coefficients computed from $N$ samples cannot distinguish $R$ from $R+jN$, because $e^{iqN}=1$ at every mesh point. Interpolation assigns the whole sum $\sum_j\chi(r+jN)$ to the representative distance $|r|\le N/2$.

Consider the worst position, $2k_F$ midway between two mesh points, with $N$ even. Then $2k_FN$ is an odd multiple of $\pi$. A coefficient at $R=r+jN$ should enter with $\cos(2k_FR)=(-1)^j\cos(2k_Fr)$ but enters with $\cos(2k_Fr)$. Even $j$ do no harm; odd $j$ enter with the wrong sign. The error is
$$\chi_{\rm int}-\chi=-2\sum_{j\ \rm odd}\ \sum_{R\in\text{block }j}\chi(R)\cos(2k_FR),$$
where block $j$ runs from $(j-\tfrac12)N$ to $(j+\tfrac12)N$. Insert (7). The product contains $\cos^2(2k_FR)$, which we replace by its mean $\tfrac12$, and the slowly varying sum becomes an integral. Positive and negative $R$ contribute equally, so
$$\chi_{\rm int}-\chi\simeq\frac2{\pi v}\sum_{j=1,3,\dots}\int_{(j-1/2)N/\xi}^{(j+1/2)N/\xi}\frac{dz}{\sinh z} .$$
With $\int dz/\sinh z=-\ln\coth(z/2)$ this is
$$\chi_{\rm int}-\chi\simeq\frac{2}{\pi v}\sum_{j=0}^\infty(-1)^j\ln\coth\frac{(2j+1)N}{4\xi} .\tag{8}$$

For $N\gg\xi$ the first term dominates and the error is $\frac4{\pi v}e^{-N/(2\xi)}$. For $N\ll\xi$, differentiate (8) with respect to $\ln\xi$. Each term gives $2a/\sinh2a$ with $a=(2j+1)N/(4\xi)$, and the alternating sum of this slowly varying function tends to half its value at $a=0$, namely $\tfrac12$. The error thus grows as $\frac1{\pi v}\ln\xi$, at the same rate as the true dip (6). The interpolated value stops responding to cooling: the phonon mesh, not the temperature, sets its depth.

Take $t=0.1$ Ry, $k_F=0.275\pi$ and $T=0.0005$ Ry (79 K). Then $v=0.1521$ Ry, $\xi=48.4$ and $1/(\pi v)=2.093$ Ry$^{-1}$. The argument of the logarithm in (6) is about 808, and $\chi(2k_F)=-2.093\times6.694=-14.01$ Ry$^{-1}$. Sums (2) with 2400 electron wavevectors, sampled on phonon meshes that all leave $2k_F$ at a midpoint, give these missing depths:

| $N$ | direct (Ry$^{-1}$) | from (8) (Ry$^{-1}$) |
|---|---|---|
| 20 | 6.37 | 6.38 |
| 60 | 4.01 | 4.01 |
| 100 | 2.78 | 2.78 |
| 300 | 0.377 | 0.377 |

Even 100 phonon wavevectors miss a fifth of $\chi(2k_F)$. At $T_h=0.01$ Ry, by contrast, $\xi_h=2.42$, and the estimate for $N=20$ is $4\times2.093\,e^{-4.13}\approx0.13$ Ry$^{-1}$. The hot response is easy to interpolate, but its dip is too shallow.

## Isolating the low-energy response

Define $\chi_A$ by inserting $w(\varepsilon_k)w(\varepsilon_{k+q})$ into (2), with the smooth window $w(\varepsilon)=\exp[-((\varepsilon-\mu)/W)^4]$. To see what remains outside, take $k$ near $-k_F$ and $k+q$ near $+k_F$, and let $x,x'$ be their energies from $\mu$. For a linear band $x'=v\delta-x$, so the denominator is $2x-v\delta$. At $T=0$ the occupied side contributes
$$\int_{x<0}dx\,\frac{F(x)}{2x-v\delta},\qquad F(x)=w(x)\,w(v\delta-x),$$
where $w$ is now written as a function of energy from $\mu$. Split $F(x)=F(v\delta/2)+[F(x)-F(v\delta/2)]$. The bracket vanishes where the denominator does, so their quotient is smooth. The logarithm therefore carries the factor $F(v\delta/2)=w(v\delta/2)^2$, the window at the energy where the two states are degenerate. In $\chi-\chi_A$ the factor is
$$1-w(v\delta/2)^2\simeq\frac{(v\delta)^4}{8W^4} .$$
The logarithm outside the window is suppressed by the fourth power of the distance from $2k_F$. With $W=0.1$ Ry, the largest cold coefficient of $\chi-\chi_A$ between $R=20$ and 30 is 0.1% of the largest coefficient of $\chi$ there. Most of this comes from the smooth part of $\chi-\chi_A$, whose coefficients decay faster than any power of $R$. The share of the suppressed logarithm, which falls as $R^{-5}$ out to distances of order $\xi$, is about ten times smaller at $R=20$ and dominates only at larger distances.

The remainder also depends weakly on temperature. Changing $T$ alters $f$ only near $\mu$. Where the remaining integrand is smooth in energy, the Sommerfeld expansion gives a change proportional to $T_h^2-T^2$, with no $\ln(T_h/T)$. In the example, its largest change over all $q$ is 2.7% of the largest change of $\chi_A$. It is therefore a good approximation to take from the hot calculation everything except
$$\Delta(q)=\chi_A(q;T,\text{dense})-\chi_A(q;T_h,\text{coarse}) .\tag{9}$$
The subtracted term must use the hot temperature, since it removes what the hot calculation contains. Here it also uses that calculation's electron mesh, but at 0.01 Ry the sum over 40 wavevectors is nearly converged, and a dense mesh would serve almost equally well.

## Which vertices belong to the exchange

The rule is best derived for matrices, which covers several orbitals or a nonlocal interaction. Let $\chi$ and $V$ be Hermitian and $g$ a column vector. The electronic part of (3) becomes $E[\chi]=g^\dagger\chi(1-V\chi)^{-1}g$, and $g_s[\chi]=(1-V\chi)^{-1}g$. Because $(1-\chi V)\chi=\chi(1-V\chi)$, we may write $\chi(1-V\chi)^{-1}=(1-\chi V)^{-1}\chi$. For a second polarization $\chi'=\chi+\Delta$,
$$\begin{aligned}E[\chi']-E[\chi]&=g^\dagger(1-\chi V)^{-1}\big[(1-\chi V)\chi'-\chi(1-V\chi')\big](1-V\chi')^{-1}g\\&=g_s[\chi]^\dagger\,\Delta\,g_s[\chi'] ,\end{aligned}\tag{10}$$
since the terms $\chi V\chi'$ cancel. One vertex is screened by the old response and the other by the new. The new one follows from
$$1-V\chi'=(1-V\chi)(1-W_s\Delta),\qquad W_s=(1-V\chi)^{-1}V,$$
which gives $g_s[\chi']=(1-W_s\Delta)^{-1}g_s[\chi]$. For the chain all quantities are numbers, and (10) becomes (1), with $W_h=V/(1-V\chi_h)$.

Using the old screened vertex on both sides gives $g_s^\dagger\Delta g_s$. Its leading error is $-g_s^\dagger\Delta W_s\Delta g_s$, of second order in the exchange. Bare vertices already fail at first order when $V\ne0$: the hot calculation contains a screening cloud, and the added electrons feel the ion through it.

## The restored cusp

Let $K=0.012$ Ry/bohr$^2$, $D=0.05$ Ry/bohr and $V=0.05$ Ry. The hot calculation uses 20 phonon and 40 electron wavevectors, so $2k_F=0.55\pi$ lies midway between phonon mesh points at $0.5\pi$ and $0.6\pi$. Interpolating $C$, $g_s/i$ and $W_s$ gives, at $2k_F$, $C_h=0.014354$ Ry/bohr$^2$, $|g_h|=0.03582$ Ry/bohr and $W_h=0.03623$ Ry. The low-energy sums give $\Delta=-6.2825$ Ry$^{-1}$. Then
$$C=0.014354-\frac{(0.03582)^2\times6.2825}{1+0.03623\times6.2825}=0.014354-\frac{0.00806}{1.2276}=0.00779\ \text{Ry/bohr}^2 .$$
The direct cold result is 0.00766. Around the anomaly, in Ry/bohr$^2$:

| $q/\pi$ | direct | cold, interpolated | repaired |
|---|---|---|---|
| 0.50 | 0.0104 | 0.0104 | 0.0104 |
| 0.54 | 0.0098 | 0.0133 | 0.0099 |
| 0.55 | 0.0077 | 0.0143 | 0.0078 |
| 0.56 | 0.0118 | 0.0153 | 0.0120 |
| 0.60 | 0.0199 | 0.0199 | 0.0199 |

Interpolation of the cold data is correct at its own mesh points and passes smoothly over the dip between them. Its largest error over all $q$ is 0.0066 Ry/bohr$^2$; after the repair it is 0.00016.

Let the ion mass be $M=10^5$ in units of $2m_e$, the Rydberg unit of mass. The direct phonon energy is $\sqrt{C/M}=2.77\times10^{-4}$ Ry, or 3.77 meV. Interpolating the cold data gives 5.14 meV, 36% too high; the repaired value is 3.80 meV, 0.8% too high.

Most of the remaining error comes from the hot interpolation. The hot force constant computed directly at $2k_F$ is 0.014185, so its interpolated value is too high by 0.00017 Ry/bohr$^2$. The interpolated vertex is also slightly too large: the value from $g/(1-V\chi)$ with the hot $\chi=-7.710$ Ry$^{-1}$ is 0.03564 Ry/bohr. This makes the subtraction too strong and offsets part of the first error.

Three changes to the procedure show what each ingredient does:

- Without the vertex update, the denominator 1.2276 is absent and $C(2k_F)=0.0063$, which is too soft.
- With bare vertices, $|g|=0.04938$ Ry/bohr, the subtraction is 0.0153 and $C(2k_F)=-0.0010$. The chain appears unstable at a temperature where the direct calculation is stable.
- With the cold low-energy sum on 40 electron wavevectors, $C(2k_F)=0.0119$. Here $k_F$ lies midway between electron mesh points, and the nearest levels are about $v\pi/40=0.012$ Ry from $\mu$. This spacing, not $T=0.0005$ Ry, cuts off the logarithm.

## Limits of the repair

The hot temperature has to satisfy two opposing demands. It must be high enough that $e^{-N/(2\xi_h)}$ is small, and low enough that the remainder outside the window barely changes on cooling. A wider window relaxes the second demand at the cost of more states in the dense sum. The window of the example is wide: $W=0.1$ Ry exceeds the 0.07 Ry from $\mu$ to the band bottom, where $w$ is still 0.79, so it holds nearly all occupied states. With $W=0.05$ Ry and $0.03$ Ry the largest change of the remainder rises from 2.7% to 11% and 22% of that of $\chi_A$, and the largest error of the repair from 0.00016 to 0.00025 and 0.00060 Ry/bohr$^2$, still at least ten times below the error of plain interpolation.

Cooling also has a physical limit in this model. As $\chi(2k_F)\to-\infty$, the electronic term in (3) tends to $-|g|^2/V=-0.049$ Ry/bohr$^2$, whereas the springs supply $4K\sin^2k_F=0.028$. Equations (3) and (6) place the mean-field lattice instability near $10^{-6}$ Ry. The zero-temperature singularity thus belongs to an undistorted chain that is no longer stable. For $V>|g|^2/(4K\sin^2k_F)$ the springs would win at this wavevector at every temperature.

The direct cold result is a reference within this static mean-field model. Fluctuations, which matter in a real one-dimensional metal, and anharmonicity are left out. So is the frequency dependence of the electronic response, which would also damp the phonon; its effect is not tested here. The identity (10) does not depend on dimension, but the logarithm, the tail (7) and the error law (8) are results for this chain.
